# Why a thin ferromagnetic cobalt line stays resistive at 10 GHz: verification in Python

```python
"""
Result under test: a 400 nm^2 cobalt line with relative permeability 100 has
an internal reactance X far below its resistance R at 10 GHz.
Round wire: X/R = omega*mu*area/(8*pi*rho) = (a/delta)^2/4 for a << delta.
a: radius of equal-area round wire; delta: skin depth; rho: resistivity;
mu: permeability; omega: angular frequency; g: inductance per length / mu.
Also tested: square section, full skin effect, current profile, and the
exchange-limited curling response of an axially magnetized wire.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import jv, jnp_zeros

pi = np.pi
mu0 = const.mu_0

# Inputs in SI units; material values are rough typical ones.
side = 20e-9
area = side**2
radius = np.sqrt(area / pi)
frequency = 10e9
omega = 2 * pi * frequency
mu_r = 100.0
rho = 200e-9
rho_bulk = 60e-9
current = 10e-6
tau = 10e-15
Ms = 1.4e6
A_ex = 20e-12
return_radius = 1e-6

# ---------- Round wire: field energy and resistance ----------
g_round = 1 / (8 * pi)
g_energy = quad(lambda u: (u / (2 * pi))**2 * 2 * pi * u, 0, 1)[0]
assert abs(g_energy / g_round - 1) < 1e-10
L_int = mu0 * mu_r * g_round
X_int = omega * L_int
R = rho / area
R_bulk = rho_bulk / area
ratio = X_int / R
delta = np.sqrt(2 * rho / (omega * mu0 * mu_r))


def bessel_impedance(a_over_delta):
    """Internal impedance divided by dc resistance."""
    x = (1 - 1j) * a_over_delta
    return x * jv(0, x) / (2 * jv(1, x))


def shell_impedance(a_over_delta, n=500):
    """Same quantity from Faraday's law for coupled current shells."""
    r = (np.arange(n) + 0.5) / n
    shell_area = 2 * pi * r / n
    coupling = -np.log(np.maximum.outer(r, r)) / (2 * pi)
    s = 2 * a_over_delta**2
    matrix = np.eye(n) + 1j * s * coupling * shell_area[None, :]
    density = np.linalg.solve(matrix, np.ones(n, complex))
    return pi / np.sum(density * shell_area)


for test_ratio in (0.5, 1.5, 3.0):
    exact = bessel_impedance(test_ratio)
    assert abs(shell_impedance(test_ratio) / exact - 1) < 2e-3
z_example = bessel_impedance(radius / delta)
assert abs(z_example.imag / z_example.real / ratio - 1) < 1e-4
z_small = bessel_impedance(0.3)
assert abs((z_small.real - 1) / (0.3**4 / 48) - 1) < 0.01
assert ratio < 0.01

# ---------- Square section, unit side and unit current ----------
def primitive(u, v):
    safe_u = np.where(u == 0, 1.0, u)
    angle_term = np.where(u == 0, 0.0, u * np.arctan(v / safe_u))
    return 0.5 * v * np.log(u**2 + v**2) + angle_term


def square_field(x, y):
    """Field of a uniform current density in a nonmagnetic square."""
    hx = 0.0
    hy = 0.0
    for su in (1, -1):
        for sv in (1, -1):
            u = x + su * 0.5
            v = y + sv * 0.5
            hy = hy + su * sv * primitive(u, v) / (2 * pi)
            hx = hx - su * sv * primitive(v, u) / (2 * pi)
    return hx, hy


# Ampere's law on an inner square of side 0.6.
circulation = 4 * quad(lambda y: float(square_field(0.3, y)[1]),
                       -0.3, 0.3)[0]
assert abs(circulation - 0.36) < 1e-8

nodes, weights = np.polynomial.legendre.leggauss(60)
gx, gy = np.meshgrid(nodes / 2, nodes / 2)
hx, hy = square_field(gx, gy)
g_zero = np.sum(np.outer(weights, weights) / 4 * (hx**2 + hy**2))

odd = np.arange(1, 400, 2, dtype=float)
m, n = np.meshgrid(odd, odd)
g_inf = np.sum(64 / (pi**6 * m**2 * n**2 * (m**2 + n**2)))

# Magnetic surface charge on graded panels.
panels = 100
edge = -0.5 * np.cos(pi * np.arange(panels + 1) / panels)
middle = (edge[1:] + edge[:-1]) / 2
normals = np.array([[1, 0], [0, 1], [-1, 0], [0, -1]], float)
tangents = np.array([[0, 1], [-1, 0], [0, -1], [1, 0]], float)
centre = np.vstack([0.5 * nn + middle[:, None] * tt
                    for nn, tt in zip(normals, tangents)])
normal = np.repeat(normals, panels, axis=0)
tangent = np.repeat(tangents, panels, axis=0)
width = np.tile(np.diff(edge), 4)
shift = centre[:, None, :] - centre[None, :, :]
p = np.sum(shift * tangent[None, :, :], axis=2)
q = np.sum(shift * normal[None, :, :], axis=2)
a1 = p + width[None, :] / 2
a2 = p - width[None, :] / 2
q_safe = np.where(q == 0, 1.0, q)
angle = np.where(q == 0, 0.0,
                 np.arctan(a1 / q_safe) - np.arctan(a2 / q_safe))
log1 = np.log(a1**2 + q**2)
log2 = np.log(a2**2 + q**2)
potential = -(a1 * log1 - a2 * log2 - 2 * (a1 - a2)
              + 2 * q * angle) / (4 * pi)
normal_field = (angle * (normal @ normal.T)
                + 0.5 * (log1 - log2) * (normal @ tangent.T)) / (2 * pi)
bx, by = square_field(centre[:, 0], centre[:, 1])
drive_normal = bx * normal[:, 0] + by * normal[:, 1]


def square_factor(chi):
    """Inductance increase divided by mu0*chi."""
    matrix = (1 / chi + 0.5) * np.eye(4 * panels) - normal_field
    charge = np.linalg.solve(matrix, drive_normal)
    return g_zero - np.sum((potential @ charge) * drive_normal * width)


g_values = [square_factor(chi) for chi in (1e-4, 1, 10, mu_r - 1, 1e5)]
assert all(left > right for left, right in zip(g_values, g_values[1:]))
assert abs(g_values[0] / g_zero - 1) < 1e-4
# Panel discretization at the sharp corners limits this comparison.
assert abs(g_values[-1] / g_inf - 1) < 2e-3
g_square = g_values[3]
assert g_inf < g_square < g_zero
L_square = mu0 * (g_zero + (mu_r - 1) * g_square)
X_square = omega * L_square

# ---------- Thresholds for X/R = 0.1 ----------
target = 0.1
mu_needed = target * 8 * pi * rho / (omega * mu0 * area)
side_needed = np.sqrt(target * 8 * pi * rho_bulk / (omega * mu0 * mu_r))
for w, resistivity, permeability in ((side, rho, mu_needed),
                                     (side_needed, rho_bulk, mu_r)):
    depth = np.sqrt(2 * resistivity / (omega * mu0 * permeability))
    z = bessel_impedance(w / np.sqrt(pi) / depth)
    assert abs(z.imag / z.real / target - 1) < 0.01

# ---------- Other reactances and current profile ----------
L_ext = mu0 * np.log(return_radius / radius) / (2 * pi)
ext_energy = quad(lambda t: mu0 / (2 * pi), np.log(radius),
                  np.log(return_radius))[0]
assert abs(ext_energy / L_ext - 1) < 1e-10
X_ext = omega * L_ext
X_kin = omega * tau * R
# Time integration of the Drude equation: phase lag against omega*tau.
steps = 4000
phase_step = 2 * pi / steps
wt_test = 0.2
velocity = 0.0
projection = 0j
for k in range(3 * steps):
    mid_phase = (k + 0.5) * phase_step
    decay = phase_step / (2 * wt_test)
    new = ((1 - decay) * velocity
           + 2 * decay * np.cos(mid_phase)) / (1 + decay)
    if k >= 2 * steps:
        projection += 0.5 * (new + velocity) * np.exp(-1j * mid_phase)
    velocity = new
drude_impedance = 1 / projection
assert abs(drude_impedance.imag / drude_impedance.real / wt_test - 1) < 1e-3


def enclosed(u):
    """Current fraction inside u for density proportional to 1-u^2."""
    return quad(lambda v: 4 * v * (1 - v**2), 0, u)[0]


g_profile = quad(lambda u: enclosed(u)**2 / (2 * pi * u), 0, 1)[0]
profile_factor = g_profile / g_round
assert abs(profile_factor - 11 / 6) < 1e-7
X_sum = profile_factor * X_int + X_ext + X_kin
pessimistic = X_sum / R_bulk
assert pessimistic < 0.01

# ---------- Linearity and exchange-limited response ----------
H_surface = current / (2 * pi * radius)
M_surface = (mu_r - 1) * H_surface
assert M_surface < 0.05 * Ms
ell2 = 2 * A_ex / (mu0 * Ms**2)
chi_static = 7 * radius**2 / (24 * ell2)
cells = 200
step = 1 / cells
r = (np.arange(cells) + 0.5) * step
K = np.diag(1 / r**2)
for i in range(cells - 1):
    face = (i + 1) * step
    K[i, i] += face / (r[i] * step**2)
    K[i, i + 1] -= face / (r[i] * step**2)
    K[i + 1, i + 1] += face / (r[i + 1] * step**2)
    K[i + 1, i] -= face / (r[i + 1] * step**2)
K *= ell2 / radius**2
identity = np.eye(cells)


def weighted(response):
    return np.sum(response * r * r) / np.sum(r**3)


chi_numeric = weighted(np.linalg.solve(K, r))
assert abs(chi_numeric / chi_static - 1) < 1e-3
gamma = const.e / const.m_e
omega_M = gamma * mu0 * Ms
k1 = jnp_zeros(1, 1)[0]
q1 = ell2 * k1**2 / radius**2
f_res = omega_M * np.sqrt(q1 * (q1 + 1)) / (2 * pi)
zero = np.zeros((cells, cells))
dynamics = np.block([[zero, -K], [K + identity, zero]])
f_numeric = np.min(np.abs(np.linalg.eigvals(dynamics))) * omega_M / (2 * pi)
assert abs(f_numeric / f_res - 1) < 1e-3
drive_ratio = omega / omega_M
chi_dynamic = weighted(np.linalg.solve(
    K @ (K + identity) - drive_ratio**2 * identity,
    (K + identity) @ r))
assert frequency < f_res and chi_dynamic > chi_numeric
X_exchange = omega * mu0 * (1 + chi_dynamic) * g_round

# ---------- Results ----------
per_um = 1e-6
print(f"line side: {side*1e9:.1f} nm")
print(f"cross-section: {area*1e18:.1f} nm^2")
print(f"equal-area radius: {radius*1e9:.3f} nm")
print(f"frequency: {frequency/1e9:.1f} GHz")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"assumed relative permeability: {mu_r:.1f}")
print(f"line resistivity: {rho*1e9:.1f} nOhm m")
print(f"bulk resistivity: {rho_bulk*1e9:.1f} nOhm m")
print(f"resistance: {R*per_um:.2f} Ohm/um")
print(f"resistance with bulk resistivity: {R_bulk*per_um:.2f} Ohm/um")
print(f"internal inductance, mu_r=1: {mu0*g_round*1e6:.4f} pH/um")
print(f"internal inductance, round: {L_int*1e6:.4f} pH/um")
print(f"internal reactance, round: {X_int*per_um:.4f} Ohm/um")
print(f"internal X/R, round: {ratio:.4e}")
print(f"internal X/R with bulk resistivity: {X_int/R_bulk:.4e}")
print(f"skin depth: {delta*1e9:.2f} nm")
print(f"radius/skin depth: {radius/delta:.5f}")
print(f"ac resistance increase, fraction: {z_example.real-1:.3e}")
print(f"round factor 1/(8 pi): {g_round:.6f}")
print(f"square factor, nonmagnetic g0: {g_zero:.6f}")
print(f"square factor, mu_r=100: {g_square:.6f}")
print(f"square factor, infinite-mu limit: {g_inf:.6f}")
print(f"internal inductance, square: {L_square*1e6:.4f} pH/um")
print(f"internal reactance, square: {X_square*per_um:.4f} Ohm/um")
print(f"internal X/R, square: {X_square/R:.4e}")
print(f"target X/R for thresholds: {target:.2f}")
print(f"mu_r needed at 20 nm side: {mu_needed:.0f}")
print(f"side needed, mu_r=100, bulk rho: {side_needed*1e9:.1f} nm")
print(f"coaxial return radius: {return_radius*1e6:.2f} um")
print(f"external inductance: {L_ext*1e6:.4f} pH/um")
print(f"external reactance: {X_ext*per_um:.4f} Ohm/um")
print(f"relaxation time: {tau*1e15:.1f} fs")
print(f"kinetic reactance: {X_kin*per_um:.4f} Ohm/um")
print(f"kinetic X/R: {omega*tau:.4e}")
print(f"surface-vanishing current factor: {profile_factor:.4f}")
print(f"pessimistic total reactance: {X_sum*per_um:.4f} Ohm/um")
print(f"pessimistic total X/R: {pessimistic:.4e}")
print(f"example current: {current*1e6:.1f} uA")
print(f"current density: {current/area/1e10:.2f} MA/cm2")
print(f"surface magnetic field: {H_surface:.2f} A/m")
print(f"induced surface magnetization: {M_surface/1e3:.2f} kA/m")
print(f"saturation magnetization: {Ms/1e3:.1f} kA/m")
print(f"induced/saturation magnetization: {M_surface/Ms:.4f}")
print(f"exchange stiffness: {A_ex*1e12:.1f} pJ/m")
print(f"exchange length: {np.sqrt(ell2)*1e9:.3f} nm")
print(f"static curling susceptibility: {chi_static:.4f}")
print(f"10 GHz curling susceptibility: {chi_dynamic:.4f}")
print(f"10 GHz effective curling mu_r: {1+chi_dynamic:.4f}")
print(f"first zero of J1 derivative: {k1:.5f}")
print(f"curling stiffness q: {q1:.4f}")
print(f"lowest curling resonance: {f_res/1e9:.2f} GHz")
print(f"exchange-limited reactance: {X_exchange*per_um:.5f} Ohm/um")
print(f"exchange-limited X/R: {X_exchange/R:.3e}")
print("finished without a failed check")
```

Running it gives:

```
line side: 20.0 nm
cross-section: 400.0 nm^2
equal-area radius: 11.284 nm
frequency: 10.0 GHz
angular frequency: 6.2832e+10 rad/s
assumed relative permeability: 100.0
line resistivity: 200.0 nOhm m
bulk resistivity: 60.0 nOhm m
resistance: 500.00 Ohm/um
resistance with bulk resistivity: 150.00 Ohm/um
internal inductance, mu_r=1: 0.0500 pH/um
internal inductance, round: 5.0000 pH/um
internal reactance, round: 0.3142 Ohm/um
internal X/R, round: 6.2832e-04
internal X/R with bulk resistivity: 2.0944e-03
skin depth: 225.08 nm
radius/skin depth: 0.05013
ac resistance increase, fraction: 1.316e-07
round factor 1/(8 pi): 0.039789
square factor, nonmagnetic g0: 0.038452
square factor, mu_r=100: 0.035198
square factor, infinite-mu limit: 0.035144
internal inductance, square: 4.4271 pH/um
internal reactance, square: 0.2782 Ohm/um
internal X/R, square: 5.5633e-04
target X/R for thresholds: 0.10
mu_r needed at 20 nm side: 15915
side needed, mu_r=100, bulk rho: 138.2 nm
coaxial return radius: 1.00 um
external inductance: 0.8969 pH/um
external reactance: 0.0564 Ohm/um
relaxation time: 10.0 fs
kinetic reactance: 0.3142 Ohm/um
kinetic X/R: 6.2832e-04
surface-vanishing current factor: 1.8333
pessimistic total reactance: 0.9465 Ohm/um
pessimistic total X/R: 6.3098e-03
example current: 10.0 uA
current density: 2.50 MA/cm2
surface magnetic field: 141.05 A/m
induced surface magnetization: 13.96 kA/m
saturation magnetization: 1400.0 kA/m
induced/saturation magnetization: 0.0100
exchange stiffness: 20.0 pJ/m
exchange length: 4.030 nm
static curling susceptibility: 2.2867
10 GHz curling susceptibility: 2.4495
10 GHz effective curling mu_r: 3.4495
first zero of J1 derivative: 1.84118
curling stiffness q: 0.4324
lowest curling resonance: 38.76 GHz
exchange-limited reactance: 0.01084 Ohm/um
exchange-limited X/R: 2.167e-05
finished without a failed check
```
